\section*{Strain of a Coherent Cubic Film on an Arbitrary (hkl) Substrate}

\section{What symmetry fixes before any calculation}

A cubic film with relaxed lattice parameter $a_f$ grows coherently, cube on cube, on a thick cubic substrate with lattice parameter $a_s$. The interface normal is the unit vector $\mathbf n\parallel[hkl]$. Far from the edges the strain is uniform, so the film thickness cannot enter. Strain is dimensionless, and in linear elasticity it is proportional to the misfit
\begin{equation}
e=\frac{a_s}{a_f}-1 .
\end{equation}
The answer must therefore be $e$ times a tensor that depends on $\mathbf n$ and on ratios of the elastic constants $C_{11},C_{12},C_{44}$. The reference state for $e$ and for all strains below is the relaxed film; a film with the larger lattice parameter has $e<0$. Components refer to the cube axes unless stated otherwise, and shears are tensor shears, half the engineering ones.

Split the vector $\varepsilon\mathbf n$ into a part along $\mathbf n$ and a part in the interface:
\begin{equation}
\varepsilon\mathbf n=\varepsilon_{nn}\mathbf n+\mathbf s,\qquad \mathbf s\cdot\mathbf n=0 .
\end{equation}
The vector $\mathbf s$ is the shear between normal and interface. The misfit is the same in every in-plane direction, so any rotation about $\mathbf n$ that leaves the cubic elastic tensor unchanged must also leave $\mathbf s$ unchanged, provided the solution is unique, which is shown below. On (001), (111) and (110) such rotations exist, by $90^\circ$, $120^\circ$ and $180^\circ$. No nonzero in-plane vector survives any of them, so $\mathbf s=0$. About $[113]$ there is no such rotation. The mirror that exchanges $x$ and $y$ remains, and it forces $\mathbf s$ to be perpendicular to $[1\bar10]$, hence along $[33\bar2]$. Symmetry permits this shear; whether it occurs, and how large it is, takes a calculation.

This shear must be kept apart from the off-diagonal components $\varepsilon_{xy},\varepsilon_{xz},\varepsilon_{yz}$ in cube axes. Those vanish on (001) but not on (111), where $\mathbf s=0$. What sets (113) apart from all three high-symmetry surfaces is $\mathbf s$.

\section{The naive scheme and its failure}

On (001) one sets the in-plane strain to $e$, leaves the normal strain free and demands zero normal stress. Carried over to any surface, this recipe reads
\begin{equation}
\varepsilon=e\,I+s\,\mathbf n\mathbf n^{T},\qquad \mathbf n\cdot\sigma\mathbf n=0 ,
\label{naive}
\end{equation}
with one unknown $s$. To see what it leaves behind we need the traction $\sigma\mathbf n$ on the top surface. Hooke's law for a cubic crystal can be written, without summation over $i$ in the last term, as
\begin{equation}
\sigma_{ij}=C_{12}\,\mathrm{tr}\,\varepsilon\,\delta_{ij}+2C_{44}\,\varepsilon_{ij}+\Delta\,\varepsilon_{ii}\,\delta_{ij},\qquad \Delta=C_{11}-C_{12}-2C_{44}.
\label{hooke}
\end{equation}
For $i\ne j$ this gives $2C_{44}\varepsilon_{ij}$. For $i=j$ the factor of $\varepsilon_{ii}$ outside the trace is $2C_{44}+\Delta=C_{11}-C_{12}$, as it should be. The constant $\Delta$ vanishes in an isotropic solid.

For the strain \eqref{naive}, $\mathrm{tr}\,\varepsilon=3e+s$, $(\varepsilon\mathbf n)_i=(e+s)n_i$ and $\varepsilon_{ii}=e+sn_i^2$. Hence
\begin{equation}
(\sigma\mathbf n)_i=\left[eK+s(C_{12}+2C_{44})\right]n_i+s\Delta\,n_i^3,\qquad K=C_{11}+2C_{12},
\end{equation}
where $3C_{12}+2C_{44}+\Delta=K$ was used. The bracket multiplies $\mathbf n$ and can be balanced by choosing $s$. The last term is a vector with components $n_i^3$, which in general is not parallel to $\mathbf n$. Along an in-plane unit vector $\mathbf t$ the leftover traction is
\begin{equation}
\mathbf t\cdot\sigma\mathbf n=s\Delta\sum_i t_in_i^3 .
\label{left}
\end{equation}
A free surface cannot carry it. One scalar condition has been imposed where the surface supplies three, so the strain needs three free components.

\section{Three unknowns from coherence}

Let $F$ map vectors of the relaxed film to those of the strained film. An in-plane lattice vector of the film has to become the corresponding substrate vector, so $F\mathbf v=(1+e)\mathbf v$ for every $\mathbf v\perp\mathbf n$. The matrix $F-(1+e)I$ thus annihilates the whole interface plane and acts only on the component along $\mathbf n$. It has the form
\begin{equation}
F=(1+e)I+\mathbf q\,\mathbf n^{T},
\label{F}
\end{equation}
with an arbitrary vector $\mathbf q$. These are the three unknowns. For small strain the symmetric part of $F-I$ is
\begin{equation}
\varepsilon=e\,I+\tfrac12\left(\mathbf q\mathbf n^{T}+\mathbf n\mathbf q^{T}\right).
\label{eps}
\end{equation}
Acting on $\mathbf n$ it gives $e\mathbf n+\frac12[\mathbf q+(\mathbf q\cdot\mathbf n)\mathbf n]$, so
\begin{equation}
\varepsilon_{nn}=e+\mathbf q\cdot\mathbf n,\qquad \mathbf s=\tfrac12\mathbf q_t,\qquad \mathbf q_t=\mathbf q-(\mathbf q\cdot\mathbf n)\mathbf n .
\end{equation}
The antisymmetric part sends $\mathbf x$ to $\frac12[\mathbf q(\mathbf n\cdot\mathbf x)-\mathbf n(\mathbf q\cdot\mathbf x)]=\frac12(\mathbf n\times\mathbf q)\times\mathbf x$. This is a rotation by the small angle $|\mathbf q_t|/2$. It costs no elastic energy, but the film's cube axes do turn relative to those of the substrate.

Now insert \eqref{eps} in \eqref{hooke}, with $\mathrm{tr}\,\varepsilon=3e+\mathbf q\cdot\mathbf n$ and $\varepsilon_{ii}=e+q_in_i$:
\begin{align}
(\sigma\mathbf n)_i={}&C_{12}(3e+\mathbf q\cdot\mathbf n)n_i+2C_{44}e\,n_i\notag\\
&+C_{44}\left[q_i+(\mathbf q\cdot\mathbf n)n_i\right]+\Delta(e+q_in_i)n_i .
\end{align}
The terms in $e$ again add up to $eKn_i$. Setting the traction to zero gives
\begin{equation}
\Gamma\mathbf q=-eK\,\mathbf n,\qquad
\Gamma_{ik}=(C_{44}+\Delta n_i^2)\delta_{ik}+(C_{12}+C_{44})n_in_k .
\label{main}
\end{equation}

A unique solution exists for every stable crystal. The stress $\sigma'$ of the strain $\varepsilon'=\frac12(\mathbf q\mathbf n^T+\mathbf n\mathbf q^T)$ obeys $\sigma'\mathbf n=\Gamma\mathbf q$, so $\mathbf q\cdot\Gamma\mathbf q=\sum_{ij}\sigma'_{ij}\varepsilon'_{ij}$, twice the energy density of $\varepsilon'$. That is positive unless $\varepsilon'=0$. If $\varepsilon'=0$, then $\varepsilon'\mathbf n=0$ gives $\mathbf q=-(\mathbf q\cdot\mathbf n)\mathbf n$; its product with $\mathbf n$ gives $\mathbf q\cdot\mathbf n=0$, and so $\mathbf q=0$. Thus $\Gamma$ is positive definite.

The energy density of the whole film strain is
\begin{equation}
W(\mathbf q)=\tfrac32Ke^2+eK\,\mathbf n\cdot\mathbf q+\tfrac12\mathbf q\cdot\Gamma\mathbf q .
\label{W}
\end{equation}
The first term belongs to $eI$, whose stress is $eKI$; the second is the work of that stress on $\varepsilon'$. Setting the gradient to zero returns \eqref{main}: the free surface lets the film find its lowest energy at fixed in-plane strain. The naive scheme searches only along $\mathbf q\parallel\mathbf n$, so it cannot give a lower energy.

\section{The scheme, and a trap in solving it}

\begin{enumerate}
\item Normalize $[hkl]$ to $\mathbf n$ and compute $e$ relative to the film.
\item Build $\Gamma$ and solve the $3\times3$ system \eqref{main} for $\mathbf q$.
\item Form $\varepsilon$ from \eqref{eps}, and $\mathbf s=\mathbf q_t/2$.
\end{enumerate}

No rotation of the elastic tensor is needed. One shortcut is unsafe. With $D_i=C_{44}+\Delta n_i^2$, each row of \eqref{main} reads
\begin{equation}
D_iq_i=-n_i\left[eK+(C_{12}+C_{44})\,\mathbf q\cdot\mathbf n\right],
\label{row}
\end{equation}
which invites division by $D_i$. Take $C_{11},C_{12},C_{44}=250,150,125$ GPa and the surface (125). Then $\Delta=-150$ GPa and $D_z=125-150\cdot25/30=0$. The system itself is regular: the third row makes the bracket vanish, the other two give $q_x=q_y=0$, and $\mathbf q\cdot\mathbf n=-eK/(C_{12}+C_{44})=-2e$ fixes $q_z=-2e/n_z$. A direct $3\times3$ solution handles this case without special treatment.

As a test, the strain was also found by minimizing the cubic energy over the three strain components left free by coherence, without using $\Gamma$. This was done for 182 directions with indices from $-2$ to 3 (13 families inequivalent under cubic symmetry), for the strongly anisotropic crystal just named and for the one of the example below, at the misfit of that example. The largest difference in any strain component was $10^{-17}$.

\section{When the interface shear appears}

The shear vanishes when $\mathbf q\parallel\mathbf n$. By \eqref{main}, for $e\neq0$, this holds exactly when $\Gamma\mathbf n\parallel\mathbf n$. Since
\begin{equation}
(\Gamma\mathbf n)_i=(C_{12}+2C_{44})n_i+\Delta n_i^3 ,
\end{equation}
the condition is $\Delta n_i^3=\mu n_i$ with one $\mu$ for all $i$. For $\Delta\ne0$, all nonzero $n_i^2$ must be equal. One, two or three nonzero components give the families $\{001\}$, $\{110\}$ and $\{111\}$, and there are no others. Within linear elasticity every other surface, (113) included, has an interface shear.

For $(hhl)$ surfaces it has a closed form. By the mirror, $q_x=q_y=q_1$; write $n_x=n_y=n_1$, $n_z=n_3$, and likewise $D_1,D_3$. Equation \eqref{row} says that $D_1q_1/n_1$ and $D_3q_3/n_3$ are equal, which is met without dividing by $D_i$ by
\begin{equation}
q_1=\beta n_1D_3,\qquad q_3=\beta n_3D_1 .
\end{equation}
Then $\mathbf q\cdot\mathbf n=\beta(2n_1^2D_3+n_3^2D_1)$, and \eqref{row} becomes $\beta D_1D_3=-eK-(C_{12}+C_{44})\,\mathbf q\cdot\mathbf n$. Hence
\begin{equation}
\beta=-\frac{eK}{N},\qquad N=D_1D_3+(C_{12}+C_{44})(2n_1^2D_3+n_3^2D_1).
\end{equation}
With the in-plane unit vector $\mathbf t=(n_3,n_3,-2n_1)/\sqrt2$, and with $D_3-D_1=\Delta(n_3^2-n_1^2)$,
\begin{equation}
\mathbf q\cdot\mathbf t=\sqrt2\,(n_3q_1-n_1q_3)=-\frac{\sqrt2\,eK\,\Delta\,n_1n_3\,(n_3^2-n_1^2)}{N}.
\label{shear}
\end{equation}
$N$ is the determinant of $\Gamma$ restricted to the plane of $[110]$ and $[001]$, so it is positive. The sign of the shear therefore follows from $-e\Delta(n_3^2-n_1^2)$ when $n_1n_3>0$, and it reverses as the surface passes (111).

Two limits are useful. On (001), $n_1=0$ and $N=C_{44}(D_3+C_{12}+C_{44})=C_{44}C_{11}$, so $q_3=-eK/C_{11}$ and $\varepsilon_{zz}=e-eK/C_{11}=-2(C_{12}/C_{11})e$, the familiar result. For a surface inclined by a small angle $\theta$ from (001) towards (111), $n_1\simeq\theta/\sqrt2$ and $n_3\simeq1$, and to first order in $\theta$
\begin{equation}
\mathbf q\cdot\mathbf t\simeq-\frac{eK\Delta}{C_{11}C_{44}}\,\theta .
\label{vicinal}
\end{equation}
A film on a slightly miscut (001) wafer thus already has an interface shear, linear in the miscut.

\section{A worked (113) film}

Take $a_s=0.543$ nm, $a_f=0.550$ nm and $C_{11},C_{12},C_{44}=155,60,75$ GPa. Then $e=-1.2727\,\%$, $K=275$ GPa, $-eK=3.500$ GPa and $\Delta=-55$ GPa. For (113), $n_1^2=1/11$ and $n_3^2=9/11$, so
\begin{align}
D_1&=75-5=70\ \mathrm{GPa},\qquad D_3=75-45=30\ \mathrm{GPa},\notag\\
N&=70\cdot30+135\cdot\frac{2\cdot30+9\cdot70}{11}=10568\ \mathrm{GPa}^2,\\
\beta&=3.500/10568=3.312\times10^{-4}\ \mathrm{GPa}^{-1}.\notag
\end{align}
This gives $q_1=\beta(0.3015)(30)=0.300\,\%$ and $q_3=\beta(0.9045)(70)=2.097\,\%$. The tensor is
\begin{align}
\varepsilon_{xx}=\varepsilon_{yy}&=e+q_1n_1=-1.182\,\%,\notag\\
\varepsilon_{zz}&=e+q_3n_3=0.624\,\%,\notag\\
\varepsilon_{xy}&=q_1n_1=0.090\,\%,\\
\varepsilon_{xz}=\varepsilon_{yz}&=\tfrac12(q_1n_3+q_3n_1)=0.452\,\%.\notag
\end{align}
Further, $\mathbf q\cdot\mathbf n=2.077\,\%$, so $\varepsilon_{nn}=0.805\,\%$. Equation \eqref{shear} gives $\mathbf q\cdot\mathbf t=-0.511\,\%$ along $[33\bar2]$, an interface shear of $-0.255\,\%$, about a third of the normal strain in size.

The naive scheme needs $\mathbf n\cdot\Gamma\mathbf n=172.27$ GPa and gives $s=3.500/172.27=2.032\,\%$. Its normal strain, $0.759\,\%$, is 6\,\% below the correct one. The cube-axis components suffer more: $\varepsilon_{xy}=s/11=0.185\,\%$ is twice the correct value, and $\varepsilon_{zz}=e+9s/11=0.390\,\%$ falls short by more than a third. With $\sum_it_in_i^3=-0.2805$, equation \eqref{left} leaves a traction of $0.02032\cdot55\cdot0.2805=0.313$ GPa on the free surface. By \eqref{W} the energy density is 31.3 MJ/m$^3$ instead of 30.5 MJ/m$^3$. An error below 3\,\% in energy thus hides a much larger one in the strain tensor, because the energy is stationary at the solution.

The shear also has a geometric signature. In-plane vectors stay in plane, so the film's (113) planes remain parallel to the interface, and their spacing is multiplied by $\mathbf n\cdot F\mathbf n=1+e+\mathbf q\cdot\mathbf n$. It rises from 0.1658 to 0.1672 nm and does not contain $\mathbf q_t$ directly; the shear enters only through its coupling to $\mathbf q\cdot\mathbf n$, and forbidding it would give 0.1671 nm. The film's $[113]$ direction becomes $F\mathbf n=(1+e)\mathbf n+\mathbf q$ and leans by
\begin{equation}
\arctan\frac{|\mathbf q_t|}{1+e+\mathbf q\cdot\mathbf n}=\arctan\frac{0.00511}{1.00805}=0.290^\circ .
\end{equation}
About half of this is rotation of the lattice, $0.147^\circ$; the rest is strain.

With misfit and stiffness held fixed, the interface shear is $-0.202\,\%$ on (115), $-0.255\,\%$ on (113), $-0.223\,\%$ on (112), zero on (111) and $+0.069\,\%$ on (331), with the sign change that \eqref{shear} requires. On (111) the cube-axis shears are all $0.609\,\%$, larger than any on (113), although the interface shear is zero. For (115), $\theta=0.276$ rad, and half of \eqref{vicinal} gives $-0.228\,\%$, 13\,\% too large in size: the linear law is still a fair guide at $16^\circ$.

\section{The real case and the neglected effects}

The parameters are round values in the rough regime of a SiGe film with 30 to 35\,\% germanium on silicon, and none is far from typical. The shear is proportional to the misfit, and it also responds strongly to the elastic constants, because $\Delta$ is a difference. If $C_{44}$ is 5\,\% larger, $\Delta$ grows in size from 55 to 62.5 GPa, $N$ grows by 4\,\%, and the shear by 9\,\%. A 5\,\% larger $C_{12}$ also raises its size by 9\,\%, and a 5\,\% larger $C_{11}$ lowers it by 17\,\%. Minimizing the energy with finite strain and rough third-order constants reduces the size of $\mathbf q\cdot\mathbf t$ by 4\,\% and raises the normal strain by 2\,\%, relative to the linear values. These two figures are only as good as the constants: a 10\,\% change in $C_{112}$ or $C_{166}$ alone moves the first by somewhat under one percentage point. With a rough expansion difference of $10^{-6}$ K$^{-1}$ and lattice parameters taken at 300 K, the misfit is 0.8\,\% larger in size at an operating temperature of 400 K, and 4\,\% larger at a growth temperature of 850 K.

On a bulk wafer the rigid substrate is an excellent approximation. For equal moduli, a film of thickness $h$ on a plate of thickness $H\gg h$ strains the plate's top surface by $h/H$ of the misfit through stretching and by $3h/H$ through bending. For $h=4$ nm and $H=0.7$ mm the sum is $2.3\times10^{-5}$. On a free-standing membrane the approximation fails: the same film strains the top surface by about 4\,\% of the misfit at $H=400$ nm and by 29\,\% at $H=40$ nm.

The assumption that real devices can break outright is coherence. A misfit dislocation with Burgers vector $\mathbf b$ releases the work $h\,|\mathbf b\cdot\sigma\mathbf m|$ per unit length, where $\mathbf m$ is the in-plane normal to its line. It costs roughly the isotropic line energy, so the critical thickness satisfies
\begin{equation}
h\,|\mathbf b\cdot\sigma\mathbf m|=\frac{Gb^2(1-\nu\cos^2\phi)}{4\pi(1-\nu)}\left(\ln\frac hb+1\right),
\end{equation}
with $\phi$ the angle between $\mathbf b$ and the line, $G=64$ GPa and $\nu=0.217$ (Voigt averages of the cubic constants) and $b=0.389$ nm. Only perfect dislocations are considered. The added 1 is a rough allowance for the core. For each slip system that releases work here, the equation has two roots. The one below $b$ has no physical meaning; the larger one is the critical thickness. Its smallest value over the twelve slip systems is 9.3 nm on (001) but 4.4 nm on (113); with the anisotropic line energy in place of the isotropic one these become 9.0 and 4.2 nm. The reason is mainly geometric. On (113), slip on (111) along $[01\bar1]$ has $|\mathbf b\cdot\mathbf m|/b=5/\sqrt{44}=0.75$, against 0.50 on (001), and with the stress of $-2.48$ GPa along $[33\bar2]$ this system alone reproduces 4.4 nm. With this core allowance a 4 nm film is only just inside the equilibrium limit. With 0.5 in place of the added 1, the limit on (113) drops to 3.4 nm and the film lies outside, so the estimate cannot settle its stability. Kinetic barriers may keep a thicker film coherent, which this estimate does not describe. If dislocations remove 20\,\% of the misfit equally in all in-plane directions, every strain measured from the relaxed film, the interface shear included, falls by 20\,\%. Unequal relaxation, or a nearby etched edge, breaks the isotropic in-plane condition behind \eqref{F}, and the problem must then be posed anew. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
surfaces tested, each for two crystals: 182
largest strain gap, equations vs energy: 1.0e-17
substrate, film lattice parameter: 0.543, 0.550 nm
C11, C12, C44: 155, 60, 75 GPa
anisotropy C11-C12-2C44: -55 GPa
in-plane strain e: -1.2727 %
(113) Gamma xx, zz: 82.273, 140.455 GPa
(113) Gamma xy, xz: 12.273, 36.818 GPa
(113) right side x, z: 1.0553, 3.1659 GPa
(113) q_x = q_y, q_z: 0.2996, 2.0970 %
(113) strain xx = yy, zz: -1.1824, 0.6240 %
(113) strain xy, xz = yz: 0.0903, 0.4516 %
(113) q.n, q.t with t=[33-2]: 2.0774, -0.5109 %
(113) stress along [33-2], [1-10]: -2.484, -2.303 GPa
(113) tilt of film [113] axis: 0.2904 deg
(113) rotation of film lattice: 0.1467 deg
(113) plane spacing, strained film: 0.16717 nm
(113) plane spacing, relaxed film: 0.16583 nm
surface: normal strain %, interface shear %, crystal xy, xz %
  (0, 0, 1): 0.9853, 0.0000, 0.0000, 0.0000
  (1, 1, 5): 0.9103, -0.2015, 0.0281, 0.2829
  (1, 1, 3): 0.8047, -0.2555, 0.0903, 0.4516
  (1, 1, 2): 0.6768, -0.2230, 0.2198, 0.5973
  (1, 1, 1): 0.5534, 0.0000, 0.6087, 0.6087
  (3, 3, 1): 0.6213, 0.0691, 0.9126, 0.2554
  (1, 1, 0): 0.6451, 0.0000, 0.9589, 0.0000
shear forbidden: leftover traction 0.3134 GPa
energy density, shear free: 30.463 MJ/m3
energy density, shear forbidden: 31.264 MJ/m3
rough C111, C112, C123: -800, -450, -70 GPa
rough C144, C166, C456: 15, -300, -70 GPa
nonlinear change of q.t: -4.02 %
nonlinear change of normal strain: 1.91 %
5 % larger C44 changes q.t by: 9.08 %
expansion difference, rough: 1.0e-06 1/K
temperatures ref, use, growth: 300, 400, 850 K
relative change of e at use: 0.79 %
relative change of e at growth: 4.32 %
film, substrate thickness: 4, 700000 nm
fraction of misfit taken by substrate: 2.29e-05
isotropic shear modulus: 64.0 GPa; Poisson ratio: 0.217
Burgers vector length: 0.3889 nm
critical thickness (001), (113): 9.3, 4.4 nm
\end{verbatim}
